# Comment on nodal pockets in fixed-phase diffusion Monte Carlo

**The argument under review.** The manuscript treats fermions with a complex trial function \(\Psi_T\) and reasons as follows. In fixed-node diffusion Monte Carlo, walkers cannot cross the zeros of a real trial function, so each stays in one nodal pocket. A complex trial function also has zeros, and the guiding drift \(\nabla\ln|\Psi_T|\) also points away from them. Walkers are therefore again confined to pockets, and the quality of the calculation is determined by where the zeros lie.

The repulsion is real, but the two conclusions do not follow from it. The first fails because of the dimension of the zero set, the second because of the equation that fixed-phase walkers solve.

**What is held fixed**

I use \(\hbar=m=1\) and a local real potential \(V\). Write the wave function as \(\Psi=\rho e^{i\varphi}\), with \(\varphi\) the phase of \(\Psi_T\) and \(\rho\) real. Away from zeros,

\[
\nabla\Psi=e^{i\varphi}(\nabla\rho+i\rho\nabla\varphi),
\]
\[
\nabla^2\Psi=e^{i\varphi}\left[\nabla^2\rho-\rho|\nabla\varphi|^2+i(2\nabla\rho\cdot\nabla\varphi+\rho\nabla^2\varphi)\right].
\]

The last bracket equals \(\rho^{-1}\nabla\cdot(\rho^2\nabla\varphi)\). Inserting this in \(H\Psi=E\Psi\) and separating real and imaginary parts gives

\[
H_{\rm FP}\,\rho\equiv\left[-\tfrac12\nabla^2+V+\tfrac12|\nabla\varphi|^2\right]\rho=E\rho,
\qquad
\nabla\cdot(\rho^2\nabla\varphi)=0 .
\]

Fixed-phase Monte Carlo solves the first equation and leaves the second unenforced. In a magnetic field, with kinetic energy \(\tfrac12(-i\nabla+\mathbf A)^2\), the phase factor turns \(-i\nabla+\mathbf A\) into \(-i\nabla+\nabla\varphi+\mathbf A\), so \(\nabla\varphi+\mathbf A\) replaces \(\nabla\varphi\). Below, \(\mathbf A=0\).

Since \(|\nabla\Psi|^2=|\nabla\rho|^2+\rho^2|\nabla\varphi|^2\), the lowest eigenvalue of \(H_{\rm FP}\) is

\[
E_{\rm FP}=\min_{\rho\ \rm real}
\frac{\langle\rho e^{i\varphi}|H|\rho e^{i\varphi}\rangle}{\langle\rho|\rho\rangle}.
\]

The minimizing \(\rho\) can be taken non-negative, because replacing \(\rho\) by \(|\rho|\) does not raise the energy. It can also be made symmetric under exchange, because \(H_{\rm FP}\) is symmetric and a sum of non-negative ground states does not cancel. The phase then carries the antisymmetry. The minimum runs over a restricted set of fermionic functions, so \(E_{\rm FP}\ge E_0\), the fermion ground-state energy, with equality if \(\varphi\) is the phase of a ground state.

**Why the zeros are not walls**

A real antisymmetric function has opposite signs at a configuration and at its odd permutation. By continuity it vanishes somewhere on every path between them. A complex function can instead rotate its phase by \(\pi\) along the path without vanishing.

A zero now requires two real equations, \(\operatorname{Re}\Psi_T=0\) and \(\operatorname{Im}\Psi_T=0\). Where their gradients are linearly independent, the zero set has codimension two. In the plane transverse to it, the zero is a point, and a plane without a point is connected. A walker can go around.

The independence of the gradients has to be checked, because complex orbitals do not guarantee it. For three fermions in the orbitals \(\{1,x+iy,x-iy\}\), the last two are linear combinations of \(x\) and \(y\) with coefficient determinant \(-2i\). The Slater determinant is therefore \(-2i\det(1,x,y)\), a constant times a real function, and its zeros are walls. Here \(\nabla\varphi=0\) away from the zeros, and \(\rho=0\) must be imposed on them, as in fixed node.

The determinant of the plane waves \(1,e^{2\pi ix},e^{2\pi iy}\), multiplied by a common phase factor, behaves differently. At 30 numerically located zeros, the ratio of the smaller to the larger singular value of the two-row gradient matrix has median 0.243. This value depends on the sample, and other sets of 30 zeros give medians between about 0.2 and 0.45; what matters is that it is far from zero. For the closed shell above, the largest ratio is \(9.5\times10^{-12}\), which is zero to numerical accuracy.

Two further exceptions matter. A common real factor in \(\Psi_T\) can bring its own walls. A closed shell of plane waves \(e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\), with the set of \(\mathbf G\) symmetric under inversion, is an example: its determinant is \(e^{i\mathbf k\cdot\sum_j\mathbf r_j}\) times a constant times a real function, so it has walls although \(\nabla\varphi\ne0\). For fermions on a line, antisymmetry forces a zero at \(x_i=x_j\), which is already one condition.

**What a walker meets near a zero**

Near a regular zero, in transverse coordinates \(\mathbf r\), let \(\Psi_T\approx u+iv\) with \(u=\mathbf a\cdot\mathbf r\) and \(v=\mathbf b\cdot\mathbf r\). Differentiating the polar angle of \((u,v)\) gives

\[
\nabla\varphi=\frac{u\mathbf b-v\mathbf a}{u^2+v^2}.
\]

The numerator is \(\mathbf r\times(\mathbf b\times\mathbf a)\). Because \(\mathbf b\times\mathbf a\) is normal to the plane, its length is \(r|\mathbf a\times\mathbf b|\), and

\[
|\nabla\varphi|^2=\frac{|\mathbf a\times\mathbf b|^2r^2}{|\Psi_T|^4}.
\]

Along any fixed direction \(|\Psi_T|\propto r\), so the added potential grows as \(1/r^2\). A nonzero \(\rho\) at the zero would make \(\int\rho^2r^{-2}\,r\,dr\) diverge. The amplitude must vanish there, but this excludes a point of the plane and not a line.

**A pair of fermions in a trap**

Take two spin-polarized, non-interacting fermions in a two-dimensional harmonic trap with \(\omega=1\). Energies are in \(\hbar\omega\) and lengths in oscillator lengths. In the coordinates \((\mathbf r_1\pm\mathbf r_2)/\sqrt2\) the Hamiltonian separates into two identical oscillators. The centre of mass contributes energy 1 and is omitted below. Exchange sends the relative coordinate \(\mathbf r\) to \(-\mathbf r\), so the relative function must be odd. Consider

\[
\Psi_T=(x+i\varepsilon y)e^{-r^2/2},\qquad 0<\varepsilon\le1 .
\]

Both \(xe^{-r^2/2}\) and \(ye^{-r^2/2}\) are eigenfunctions in the lowest odd level, \(E_0=2\). Thus \(\Psi_T\) is an exact ground state, and the real equation above gives \(H_{\rm FP}|\Psi_T|=2|\Psi_T|\) for every \(\varepsilon>0\). The energy stays fixed while the shape of the barrier changes.

With \(\mathbf a=(1,0)\), \(\mathbf b=(0,\varepsilon)\) and \(q(\theta)=\cos^2\theta+\varepsilon^2\sin^2\theta\), the phase term is \(|\nabla\varphi|^2=\varepsilon^2/(r^2q^2)\). The equation separates in polar coordinates, with angular part

\[
-\Theta''+\frac{\varepsilon^2}{q^2}\Theta=\mu^2\Theta .
\]

For the radial function \(R=r^\mu e^{-r^2/2}\), we have \(R'=(\mu/r-r)R\), and hence

\[
R''+\frac{R'}r=\left(\frac{\mu^2}{r^2}-2\mu-2+r^2\right)R .
\]

Multiplying by \(-\tfrac12\) and adding \((\mu^2/2r^2+r^2/2)R\) leaves \(E=1+\mu\). The ground state has \(\mu=1\) and \(\Theta_0=\sqrt q\).

At \(\varepsilon=1\) the angular potential is 1, so \(\Theta=\cos m\theta\) gives \(\mu=\sqrt{m^2+1}\). The first excitation, \(m=1\), lies \(\sqrt2-1=0.414\) above the ground state. It is odd under \(\mathbf r\to-\mathbf r\) in \(\rho\), so it is not a fermionic excitation. It describes an unequal number of walkers on opposite sides of the zero. The density \(f\) of guided walkers obeys \(\partial_\tau f=\tfrac12\nabla^2f-\nabla\cdot(f\nabla\ln|\Psi_T|)\). Writing \(f=|\Psi_T|\rho\) turns the right side into \(\tfrac12|\Psi_T|\nabla^2\rho-\tfrac12\rho\nabla^2|\Psi_T|\), and \(H_{\rm FP}|\Psi_T|=2|\Psi_T|\) then gives \(\partial_\tau\rho=-(H_{\rm FP}-2)\rho\). The walker mean of \(\rho_1/|\Psi_T|\propto r^{\sqrt2-1}\cos\theta\), with \(\rho_1\) the excited mode, equals \(\int\rho_1\rho\), which decays at a rate equal to the gap. This is the rate at which the imbalance disappears at long times. Separate pockets would make this gap zero.

A guided walk of 40,000 walkers, all started at \(x>0\), shows the passage directly. After time \(2/\omega\), 32.4% are at \(x<0\), with a standard error of 0.2 percentage points. The projection on the excited mode, measured by the mean of \(r^{\sqrt2-1}\cos\theta\), decays at a rate \(0.401\,\omega\), against \(0.414\,\omega\) from the spectrum. The difference, 3% of the latter, is about two statistical standard errors of \(0.006\,\omega\); the time-step error was not separated from it.

The walkers cross the line \(x=0\) at some distance from the zero. The starting distribution is the right half of \(|\Psi_T|^2\), and its mirror image supplies the left half with the same crossing distances. The stationary density on the line, proportional to \(y^2e^{-y^2}\), therefore gives the mean distance in the limit of small time steps:

\[
\overline{|y|}=\frac{\int_0^\infty y^3e^{-y^2}dy}{\int_0^\infty y^2e^{-y^2}dy}
=\frac{1/2}{\sqrt\pi/4}=\frac2{\sqrt\pi}=1.128 .
\]

The walk gives 1.126.

**How pockets return in the real limit**

As \(\varepsilon\to0\), the trial function becomes real and the line \(x=0\) becomes a node. At fixed \(y\ne0\), set \(c=\varepsilon|y|\). The strength of the phase potential across the line is

\[
\int_{-\infty}^{\infty}\tfrac12|\nabla\varphi|^2dx
=\frac{\varepsilon^2}{2}\int_{-\infty}^{\infty}\frac{x^2+y^2}{(x^2+c^2)^2}dx
=\frac{\varepsilon^2}{2}\left(\frac{\pi}{2c}+\frac{\pi y^2}{2c^3}\right)
=\frac{\pi(1+\varepsilon^2)}{4\varepsilon|y|}.
\]

It diverges while the width, of order \(\varepsilon|y|\), shrinks. To see what this does to the passage of walkers, put \(\Theta=\Theta_0g\) in the angular equation, subtract \(g\) times the equation for \(\Theta_0\), and multiply by \(\Theta_0\):

\[
-(qg')'=(\mu^2-1)\,qg .
\]

For small \(\varepsilon\), the imbalance mode has \(g\approx1\) at \(x>0\) and \(g\approx-1\) at \(x<0\). Through each narrow transition, \(|qg'|\) is nearly a constant \(F\). The angle \(\arctan(\varepsilon\tan\theta)\), followed continuously, has derivative \(\varepsilon/q\) and grows by \(\pi\) in a half-turn, so \(\int d\theta/q=\pi/\varepsilon\). This integral comes mainly from the transition. The change of \(g\) by 2 then requires \(F=2\varepsilon/\pi\). Integrating the equation over the right half-circle, with flux \(F\) leaving at both ends and \(\int q\,d\theta\approx\pi/2\), gives

\[
2F=(\mu^2-1)\frac\pi2,\qquad \mu^2-1\approx\frac{8\varepsilon}{\pi^2}.
\]

Since \(\mu^2-1=(\mu-1)(\mu+1)\approx2(\mu-1)\), the gap is \(4\varepsilon/\pi^2\) to leading order. At \(\varepsilon=0.05\) this is 0.0203, while diagonalization gives 0.0206. Confinement is thus recovered in the real limit. A nearly real trial function whose zeros are regular, like this one at small \(\varepsilon>0\), has no pockets, but its walkers may need a long run to pass between the two sides. The gap is their rate of passage only in the limit of small time steps. When the step length \(\sqrt{\delta\tau}\) exceeds the width \(\varepsilon|y|\), the rate carries a large time-step error: at \(\varepsilon=0.05\), a Metropolis walk with \(\delta\tau=0.005\) relaxes at about half the gap.

**Same zeros, different energy**

The zeros can influence the energy, because the phase winds around each regular zero and moving one changes \(\varphi\). A change of \(\varphi\) need not change the energy: within a degenerate ground level, zeros can move at fixed \(E_{\rm FP}\). The manuscript's second conclusion, that they determine it, can be tested without moving any zero. At \(\varepsilon=1\), multiply \(\Psi_T\) by \(e^{i\kappa r^2/2}\), which is even under exchange. The modulus, the zeros and the guiding drift are unchanged. The phase is now \(\theta+\kappa r^2/2\), whose gradient has perpendicular components \(1/r\) and \(\kappa r\). Therefore

\[
V+\tfrac12|\nabla\varphi|^2=\frac{1+\kappa^2}{2}r^2+\frac1{2r^2}.
\]

This is the previous problem with frequency \(\sqrt{1+\kappa^2}\), so

\[
E_{\rm FP}=2\sqrt{1+\kappa^2}.
\]

For \(\kappa=0.5\), this is \(2\sqrt{1.25}=2.236\), which is 0.236 above the exact relative energy. The unoptimized trial function has a higher energy still. Its mean square radius is \(\int r^5e^{-r^2}dr/\int r^3e^{-r^2}dr=1/(1/2)=2\), so its energy is \(2+\tfrac12\kappa^2\times2=2.250\).

Two calculations confirm the role of the phase. In a basis of complex functions sharing the phase \(\theta+\kappa r^2/2\), real coefficients give 2.23607, and complex coefficients, which release the phase, give 2.00000. The guided walk described above, with its moves unchanged and its walkers weighted by \(\exp(-\tfrac12\kappa^2\int r^2dt)\), gives \(2.2365\pm0.0008\), where the uncertainty is one standard error.

By contrast, multiplying \(\Psi_T\) by a smooth positive real function leaves \(\varphi\), and hence \(E_{\rm FP}\), unchanged. It alters the guidance and the statistical noise.

**Requested correction.** The claim of confinement should be withdrawn unless the manuscript's trial function falls under one of the exceptions above. The discussion of accuracy should concern the phase throughout the region that the walkers sample, including the surroundings of the zeros. There \(\rho\) is small, but \(\rho^2|\nabla\varphi|^2\), which enters the energy, need not be. For the pair at \(\varepsilon=1\), without the added phase, this product is \(e^{-r^2}\) and, per unit area, is largest next to the zero, although the disc \(r<0.3\) holds only \(1-e^{-0.09}\approx9\%\) of its integral. Locating the zeros is not enough, since trial functions with identical zeros can have different fixed-phase energies.

## Computed results

```
Energies in hbar*omega; lengths in oscillator lengths; times in 1/omega
ZEROS OF THREE-FERMION DETERMINANTS (singular-value ratio, no unit)
plane waves: zeros found = 30
plane waves: median ratio = 0.243
closed shell: zeros found = 30
closed shell: largest ratio = 9.5e-12
RIDGE OF THE PHASE POTENTIAL
eps = 0.10, |y| = 1.0 oscillator length
integrated strength, quadrature = 7.9323 hbar*omega*length
integrated strength, formula = 7.9325 hbar*omega*length
ANGULAR DIAGONALIZATION (energies and gaps in hbar*omega)
eps=1.00: E=2.00000, gap=0.41421, small-eps estimate=0.40528
eps=0.50: E=2.00000, gap=0.21701, small-eps estimate=0.20264
eps=0.20: E=2.00000, gap=0.08540, small-eps estimate=0.08106
eps=0.10: E=2.00000, gap=0.04186, small-eps estimate=0.04053
eps=0.05: E=2.00000, gap=0.02063, small-eps estimate=0.02026
SAME ZEROS, DIFFERENT PHASE
kappa = 0.50 per squared oscillator length
trial energy = 2.25000 hbar*omega
fixed-phase energy, basis = 2.23607 hbar*omega
fixed-phase energy, formula = 2.23607 hbar*omega
free-phase energy, basis = 2.00000 hbar*omega
GUIDED WALK
walkers = 40000, steps = 400, time step = 0.005 1/omega
total time = 2.00 1/omega
accepted moves = 99.96 percent
walkers at x<0, start = 0.00 percent
walkers at x<0, end = 32.37 percent
relaxation rate, walk = 0.4007 omega
relaxation rate, formula = 0.4142 omega
crossings of x=0 = 252752
mean crossing distance, walk = 1.1256 lengths
mean crossing distance, formula = 1.1284 lengths
crossings within 0.1 length of zero = 0.044 percent
weighted-walk energy = 2.2365 hbar*omega
its standard error = 0.0008 hbar*omega
```
